# Counting wall and edge modes in a bilayer graphene strip

**Question**

I have a Bernal bilayer graphene strip, infinite along the zigzag direction $y$. Layer 1 has energy $+\Delta$ and layer 2 has $-\Delta$ in the right half; in the left half the signs are exchanged. The exercise asks for the number of chiral modes bound to the central wall, per valley and spin, and for the ideal conductance of the wall.

When I diagonalize the strip at zero Fermi energy I find four forward-moving bands per spin. That suggests $8e^2/h$, but I don't know which bands belong to the wall. Can the wall modes be counted analytically, and what are the others?

**Answer**

Solve the wall on its own first, then the edges. I use $\hbar=1$ in the algebra. $A_1,B_1$ are the sites of layer 1, $A_2,B_2$ those of layer 2, and $B_1$ lies above $A_2$.

**From the strip to a wall equation**

Let $n$ number the rows across the strip, $t$ be the in-plane hopping, $a$ the lattice constant and $k$ the wave number along $y$. Each $A$ site has two neighbours in its own row, displaced by $\pm a/2$ along $y$, and one in the previous row. The hopping term in its equation is therefore

$$-t\left[2\cos(ka/2)\,B_n+B_{n-1}\right].$$

At valley $K$ put $k=4\pi/(3a)+q$. To first order, $2\cos(ka/2)=-1-\tfrac{\sqrt3}{2}qa$. The row spacing is $\sqrt3a/2$, so $B_{n-1}=B-\tfrac{\sqrt3}{2}a\,\partial B$ with $\partial=d/dx$. The constants cancel, leaving

$$v(q+\partial)B,\qquad v=\tfrac{\sqrt3}{2}at .$$

The equation for a $B$ site contains the adjoint, $v(q-\partial)A$. At $K'$, $k=2\pi/(3a)+q$, the amplitudes alternate in sign from row to row, and the same expansion gives these operators with $q\to-q$, up to an overall sign that cancels below.

With $s(x)=\mathrm{sign}(x)$ and dimer hopping $\gamma_1$, the four equations at $K$ are

$$\begin{aligned}
EA_1&=s\Delta A_1+v(q+\partial)B_1,\\
EB_1&=s\Delta B_1+v(q-\partial)A_1+\gamma_1A_2,\\
EA_2&=-s\Delta A_2+\gamma_1B_1+v(q+\partial)B_2,\\
EB_2&=-s\Delta B_2+v(q-\partial)A_2 .
\end{aligned}$$

For $|E|,\Delta\ll\gamma_1$, the middle two give

$$A_2=-\frac{v}{\gamma_1}(q-\partial)A_1,\qquad B_1=-\frac{v}{\gamma_1}(q+\partial)B_2 .$$

Insert these in the outer two. Measure length in $\ell=v/\sqrt{\gamma_1\Delta}$, and write $\varepsilon=E/\Delta$, $\kappa=q\ell$, $A=A_1$, $B=B_2$:

$$(\varepsilon-s)A=-(\partial+\kappa)^2B,\qquad(\varepsilon+s)B=-(\partial-\kappa)^2A. \tag{1}$$

Away from the wall, a wave $e^{ik_xx}$ gives $\varepsilon^2=1+(k_x^2+\kappa^2)^2$. The bulk gap of this two-band model is $|\varepsilon|<1$.

**Use the symmetry of the wall**

Replace $x$ by $-x$ in (1). Both $s$ and $\partial$ change sign, so $(B(-x),A(-x))$ solves the same equations at the same $\varepsilon,\kappa$. Solutions can be chosen with

$$B(x)=pA(-x),\qquad p=\pm1 .$$

The equations are of second order with a finite step, so amplitudes and first derivatives are continuous. It is enough to solve for $x>0$ with

$$A(0)=pB(0),\qquad A'(0)=-pB'(0). \tag{2}$$

For $x>0$ try $e^{-\lambda x}$. Equation (1) gives

$$(1+\varepsilon)B=-(\lambda+\kappa)^2A,\qquad(1-\varepsilon)A=(\lambda-\kappa)^2B .$$

Multiplying them, $(\lambda^2-\kappa^2)^2=-(1-\varepsilon^2)$. With $\eta=\sqrt{1-\varepsilon^2}$, the decaying roots are $\lambda=\alpha+i\beta$ and $\lambda^*$, where $\alpha,\beta>0$ and

$$\alpha^2-\beta^2=\kappa^2,\qquad2\alpha\beta=\eta .$$

Define $w=(\lambda+\kappa)^2/(1+\varepsilon)$, so $B=-wA$ for the first root and $B=-w^*A$ for the second. With coefficients $c,c'$, conditions (2) become

$$\begin{aligned}c(1+pw)+c'(1+pw^*)&=0,\\ c\lambda(1-pw)+c'\lambda^*(1-pw^*)&=0 .\end{aligned}$$

The determinant is a number minus its complex conjugate, so it vanishes when

$$\mathrm{Im}\left[(1+pw)(1-pw^*)\lambda^*\right]=0 .$$

Since $(1+pw)(1-pw^*)=1-|w|^2+2ip\,\mathrm{Im}\,w$, this reads

$$2p\alpha\,\mathrm{Im}\,w-\beta(1-|w|^2)=0 .$$

Let $W=|w|$. Using $\beta^2+\kappa^2=\alpha^2$,

$$(1+\varepsilon)W=(\alpha+\kappa)^2+\beta^2=2\alpha(\alpha+\kappa),$$

while $(1+\varepsilon)\,\mathrm{Im}\,w=2\beta(\alpha+\kappa)$. Hence $\alpha\,\mathrm{Im}\,w=\beta W$. Dividing by $\beta>0$,

$$W^2+2pW-1=0,\qquad W=\sqrt2-p .$$

The other root is negative and cannot be a modulus.

**Both dispersions and their direction**

Now recover $\kappa$. From the definition of $W$, $2\alpha\kappa=(1+\varepsilon)W-2\alpha^2$. Also $4\alpha^2\kappa^2=4\alpha^4-\eta^2$. Squaring the first and equating,

$$4\alpha^2=(1+\varepsilon)W+\frac{1-\varepsilon}{W},\qquad
\kappa=\frac{(1+\varepsilon)W-(1-\varepsilon)/W}{4\alpha}.$$

Substitution back, with $\alpha>0$, satisfies both starting relations, so squaring has added no false root. Because $1/W=\sqrt2+p$, we have $W+1/W=2\sqrt2$ and $W-1/W=-2p$. Therefore

$$\boxed{\kappa_p(\varepsilon)=\frac{\sqrt2\,\varepsilon-p}{\sqrt{2\sqrt2-2p\varepsilon}}} \tag{3}$$

There is one solution for each $p$ at every energy in the gap: two modes. With $D=2\sqrt2-2p\varepsilon$,

$$\frac{d\kappa_p}{d\varepsilon}=\frac{\sqrt2}{D^{1/2}}+\frac{p(\sqrt2\varepsilon-p)}{D^{3/2}}
=\frac{3-\sqrt2p\varepsilon}{D^{3/2}}>0 .$$

Both modes move forward at $K$. At $K'$, $q\to-q$ makes both move backward. Reversing the bias sends $\varepsilon\to-\varepsilon$ (change $s$, $\varepsilon$ and the sign of $B$ in (1)), which reverses all these velocities.

At zero energy,

$$q_p=-\frac{p}{2^{3/4}\ell},\qquad \frac{dE}{dq}=\frac{2^{9/4}}{3}\,v\sqrt{\frac{\Delta}{\gamma_1}},$$

and the amplitude decays over $\ell/\alpha=2^{1/4}\ell$.

**Why the number is two**

The four-band bulk gives the same count. Let $\varphi$ be the polar angle of the bulk momentum. After constant phases are removed, rotating $\varphi$ acts on $(A_1,B_1,A_2,B_2)$ as $e^{-i\varphi J}$ with $J=\mathrm{diag}(1,0,0,-1)$. The Berry connection around a circle is then $\langle J\rangle$. In a gauge smooth at the origin, the valence-band flux divided by $2\pi$ is

$$N=\sum_{\rm val}\langle J\rangle_{\infty}-\sum_{\rm val}\langle J\rangle_{0}.$$

At large momentum the in-plane hopping dominates, and the two valence states span the same space as the valence states of two separate layers. The dimer hopping still mixes them within that space, but the sum of $\langle J\rangle$ does not depend on this mixing. Each separate-layer state has equal weight on $A$ and $B$, so the first sum is $\tfrac12-\tfrac12=0$. At zero momentum the valence states are a dimer state with $J=0$ and the lower of $A_1,B_2$. On the right that is $B_2$, so $N=+1$; on the left it is $A_1$, so $N=-1$. The difference is 2. This valley flux belongs to the continuum model, and using it to count modes requires the valleys to remain separate.

**Conductance of the wall**

A mode fed by contacts with occupations $f_L,f_R$ carries

$$I=e\int\frac{dq}{2\pi}\frac{dE}{dq}(f_L-f_R)=\frac eh\int dE\,(f_L-f_R),$$

with $h=2\pi$ in these units. The velocity cancels, leaving $e^2/h$ per mode in linear response. Two forward modes and two spins give

$$\boxed{G_{\rm wall}=2\times2\,\frac{e^2}{h}=\frac{4e^2}{h}\approx155\ \mu\mathrm S}$$

The backward modes at $K'$ are fed by the other contact and are not added. This assumes a sharp wall, ideal contacts, no scattering between valleys, and a Fermi energy in the gap.

**The other two forward bands**

They live on the zigzag edges. Consider the left edge, where layer 1 has energy $-\Delta$ and both layers begin in the same row. (Letting layer 2 begin one row earlier shifts the edge crossing slightly but changes neither the number nor the direction of the modes.) Without bias, zero-energy edge states can occupy $A$ sites alone. With $r=-2\cos(ka/2)$, the $B$-site equations have two solutions for $|r|<1$:

- $A_{1,n}=r^n$, $A_{2,n}=0$;
- $A_{2,n}=r^n$, $A_{1,n}=(\gamma_1/t)\,n\,r^{n-1}$.

Make the second orthogonal to the first by replacing $n$ with $n-\bar n$ in its $A_1$ part. The weights $r^{2n}$ have variance $r^2/(1-r^2)^2$, so its layer-1 weight relative to its layer-2 weight is

$$\rho=\frac{(\gamma_1/t)^2}{(1-r^2)^2}.$$

To first order in $\Delta$ the first state has energy $-\Delta$. The second has

$$E=\Delta\frac{1-\rho}{1+\rho},$$

and the bias does not couple them. Near $K$ the edge states exist for $q<0$. As $q$ rises to zero, $r\to1$ and $\rho\to\infty$, so $E$ falls through zero towards $-\Delta$: this mode moves backward at $K$. The strip's symmetry gives the right edge a mode in the same direction. At $K'$ both edge modes move forward.

| per spin | forward | backward |
|---|---|---|
| $K$ | 2 wall | 2 edge |
| $K'$ | 2 edge | 2 wall |

Your four forward bands are thus two wall and two edge modes. A perfectly clean zigzag strip with both edges contacted has $8e^2/h$; the wall's share is $4e^2/h$.

**A strip with numbers**

Take rough typical hoppings $t=3.1$ eV and $\gamma_1=0.38$ eV, with $a=2.46$ Å and $\Delta=0.05$ eV. Then $v=6.604$ eV Å and

$$\ell=\frac{6.604}{\sqrt{0.38\times0.05}}=47.9\ \text{Å},\qquad |q_p|=\frac{0.5946}{47.9}=0.0124\ \text{Å}^{-1}.$$

The amplitude decay length is 57 Å, so a 1001 Å strip separates wall from edges. I diagonalized its lattice Hamiltonian, followed states by their overlaps between neighbouring $k$, and called a state a wall state if over half its weight lay in the central half of the strip. At zero energy this gave two forward wall modes and two backward edge modes at $K$, with all directions reversed at $K'$. At $E=\pm\Delta/2$ there were again two forward wall modes at $K$. A uniform bias left no wall-centred state at the sampled momenta near $K$ for $|E|<0.8\Delta$.

The lattice crossings are at $q=-0.01316$ and $+0.01284$ Å$^{-1}$. Half their separation is 0.01300 Å$^{-1}$, 4.7% above the two-band value. Widening the strip to 1363 Å moves either crossing by about $2\times10^{-9}$ Å$^{-1}$ at most, so strip width is not the cause.

**Where the 4.7% comes from**

The reduction dropped the bias on the dimer sites. Restoring it to first order at $E=0$ adds the energy $\int s\Delta(|B_1|^2-|A_2|^2)dx$. Let $F=(\kappa-\partial)A$. Parity makes the two terms equal, so for a normalized state

$$\delta\varepsilon=-\frac{\Delta}{\gamma_1}\frac{\int sF^2dx}{\int A^2dx}.$$

Take $p=-1$, for which $\alpha=2^{-1/4}$, $\beta=\kappa=2^{-3/4}$ and $w=(1+\sqrt2)e^{i\pi/4}$. Condition (2) allows

$$A=\mathrm{Re}(ce^{-\lambda x}),\qquad c^2=(1+\sqrt2)(1+i),\qquad |c|^2=2+\sqrt2$$

for $x>0$. For $x<0$, parity replaces $c$ by $cw$ and $x$ by $|x|$. With $g=c(\lambda+\kappa)$ and $\lambda^2-\kappa^2=i$, $F$ has coefficient $g$ on the right and $-ig$ on the left. Use

$$\int_0^\infty[\mathrm{Re}(ge^{-\lambda x})]^2dx=\frac12\left[\frac{|g|^2}{2\alpha}+\mathrm{Re}\frac{g^2}{2\lambda}\right].$$

The modulus terms cancel between the sides. Since $g^2=c^2w=i(4+3\sqrt2)$ and $|\lambda|^2=3/(2\sqrt2)$,

$$\int sF^2dx=\frac12\mathrm{Re}\frac{g^2}{\lambda}=\frac{(6+4\sqrt2)\beta}{3}.$$

In $\int A^2dx$ the oscillating terms cancel because $\alpha=\sqrt2\beta$, leaving

$$\int A^2dx=\frac{|c|^2(1+|w|^2)}{4\alpha}=\frac{3+2\sqrt2}{\alpha}.$$

The ratio is $2\alpha\beta/3=1/3$, so $\delta\varepsilon=-\Delta/(3\gamma_1)$. Dividing $-\delta\varepsilon$ by the slope $2^{9/4}/3$ gives the shift in $\kappa$, hence

$$|q|\simeq\frac{2^{-3/4}}{\ell}\left(1+\frac{\Delta}{2\sqrt2\,\gamma_1}\right).$$

The exchange $(A,B)\to(B,-A)$ with $\kappa,\varepsilon\to-\kappa,-\varepsilon$ gives the same factor for $p=+1$. Here it is 1.0465, against 1.0475 on the lattice. At $\Delta=0.0125$ eV both are 1.012. The small asymmetry of the two crossings lies outside this continuum correction.

The mean lattice velocity is $3.41$ eV Å$/\hbar$, about $5.2\times10^5$ m/s. It is 10% below the two-band value; at the smaller bias the difference is 2.7%. The conductance count does not depend on it.

**What a device changes**

The closest real case is a bilayer with split gates above and below. In a neutral-bulk electrostatic estimate without exchange and with vacuum permittivity between the layers, layer polarization screens the gates: maintaining 0.10 eV requires an unscreened bias of 0.23 eV, or a vacuum-equivalent field of 6.9 MV/cm (7.0 with the skew hoppings below). A background interlayer permittivity, which this estimate omits, raises the requirement; a value of 2 gives 9.9 MV/cm. That is strong gating; the field inside the gate dielectric is lower by its relative permittivity. Gate-defined walls are smooth, and replacing the step by $\tanh(x/100\ \text{Å})$ left two forward modes at $E=0$ and $\Delta/2$. So did adding, to the sharp wall at $E=0$, skew hoppings of 0.30 and 0.14 eV and a dimer shift of 0.02 eV. Smooth walls also bind extra counter-propagating pairs within each valley, entering from the gap edge: the 100 Å wall has one at $E=0.9\Delta$, a 200 Å wall at $0.7\Delta$, and a 350 Å wall at $\Delta/2$. At $E=0$ and $0.3\Delta$ only the two chiral modes remain for widths up to 500 Å. For a smooth wall $4e^2/h$ therefore holds near midgap, not throughout the gap.

If inelastic scattering of the wall modes is neglected, temperature matters mainly through the bulk. The half gap is 0.048 eV, so the activation factor $e^{-E_{\rm half}/k_BT}$ is $7\times10^{-4}$ at 77 K but 0.15 at 300 K, where bulk conduction can no longer be dismissed. With the skew hoppings and dimer shift the half gap falls to 0.046 eV and the factors become $1\times10^{-3}$ and 0.17. This factor describes a clean bulk: it leaves out hopping through disorder states in the gap, which can dominate bulk conduction at low temperature. Bulk conduction also grows with the width of the device.

Valley conservation can also fail in a device: atomic-scale disorder can turn a forward $K$ mode into a backward $K'$ mode. For incoherent backscattering with the same mean free path $L_0$ for every wall mode, forward or backward, let $j_\pm$ be the forward and backward flux per mode. Their difference is the constant transmission $T$, and $dj_+/dx=-T/L_0$. With $j_+(0)=1$ and $j_-(L)=0$, $T=1-TL/L_0$, so

$$G_{\rm wall}=\frac{4e^2}{h}\frac{1}{1+L/L_0}.$$

A wall as long as $L_0$ gives $2e^2/h$. Rough edges can likewise backscatter the edge modes, so a measured total need not be either ideal value. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
lattice constant: 2.46 angstrom
in-plane hopping t: 3.10 eV
dimer hopping gamma1: 0.38 eV
half bias delta: 0.050 eV; full bias: 0.100 eV
hbar times Dirac velocity: 6.6043 eV angstrom
wall length ell: 47.91 angstrom
zero-energy amplitude decay length: 56.98 angstrom
strip width: 1000.6 angstrom
delta/gamma1: 0.1316
largest two-band dispersion error: 0.00040 delta
valley flux right, left: 0.99994, -0.99994
two-band crossing |q|: 0.012410 1/angstrom
lattice q, parity +1: -0.013157 1/angstrom
lattice q, parity -1: 0.012842 1/angstrom
lattice half separation: 0.012999 1/angstrom
lattice/two-band crossing ratio: 1.04746
first-order ratio: 1.04652
small half bias: 0.0125 eV
small-bias ratio, lattice: 1.01167
small-bias ratio, first order: 1.01163
small-bias velocity ratio: 0.97317
two-band hbar velocity: 3.7985 eV angstrom
lattice mean hbar velocity: 3.4084 eV angstrom
wider strip: 1362.8 angstrom
crossing shift on widening: 2.22e-09 1/angstrom
wall directions in K, K': [1, 1], [-1, -1]
edge directions in K, K': [-1, -1], [1, 1]
wall directions in K, reversed bias: [-1, -1]
uniform-bias wall states found: 0
forward wall modes per spin: 2
forward edge modes per spin: 2
ideal wall conductance: 4 e^2/h
ideal wall conductance: 154.962 microsiemens
clean zigzag strip conductance: 8 e^2/h
thermal energy at 77 K: 0.00664 eV
thermal wall integral at 77 K: 1.99521 modes per spin
bulk half gap: 0.04835 eV
bulk activation factor at 77 K: 6.842e-04
bulk activation factor at 300 K: 0.154
skew, cross hoppings: 0.30, 0.14 eV
dimer site shift: 0.02 eV
wall directions with these terms: [1, 1]
smooth-wall tanh length: 100.0 angstrom
smooth-wall directions at zero energy: [1, 1]
smooth-wall directions at delta/2: [1, 1]
layer distance: 3.35 angstrom
screening electron excess: 2.168e-04 1/angstrom^2
unscreened bias required: 0.2314 eV
screening cutoff shift: 7.98e-04 eV
vacuum-equivalent gate field: 6.907 MV/cm
```
